\section*{Why the Holstein polaron's ground-state energy is analytic in the coupling}

\section*{The claim and the model}

\noindent Q: Every adiabatic or variational calculation of self-trapping that I have run shows the same thing. At a critical coupling the carrier collapses from an extended state onto one site, and the slope of the energy jumps. I read that as a first-order phase transition of the polaron. Do you disagree?

\noindent A: I do, for phonons of finite frequency. Take one electron in the Holstein model, in atomic units, on $\mathbb{Z}^d$ or on a periodic lattice of $M^d$ sites with $M\ge3$:
\begin{equation}
H=-t\sum_{\langle ij\rangle}(c_i^\dagger c_j+c_j^\dagger c_i)+\omega\sum_i b_i^\dagger b_i-g\sum_i n_i\,(b_i+b_i^\dagger),\qquad t>0,\ \omega>0 ,
\end{equation}
and set $E_p=g^2/\omega$. The ground-state energy $E_0(g)$ is real-analytic for every real $g$. This is the Holstein case of the Gerlach--L\"owen theorem. A jump in slope belongs to a restricted trial family, or to the limit $\omega\to0$ at fixed $E_p$.

\noindent Q: On the infinite lattice the ground state is the bottom of a band. With no gap, what protects analyticity?

\noindent A: Momentum conservation. Let $S_a$ shift all phonons by the lattice vector $a$, let $\nu$ list the site occupations, and define $|K;\nu\rangle=\sum_n e^{iK\cdot n}c_n^\dagger S_n|\nu\rangle$, so that $\nu$ is measured from the electron. A hop by $a$ gives
\begin{equation}
\sum_n e^{iK\cdot n}c_{n+a}^\dagger S_n|\nu\rangle=\sum_m e^{iK\cdot m}c_m^\dagger S_m\,\bigl[e^{-iK\cdot a}S_{-a}\bigr]|\nu\rangle .
\end{equation}
The mode $b_q^\dagger\propto\sum_j e^{iq\cdot j}b_j^\dagger$ acquires the phase $e^{-iq\cdot a}$ under $S_a$, so $S_{-a}=e^{iP\cdot a}$ with $P$ the total phonon momentum. Also $(b_n+b_n^\dagger)S_n=S_n(b_0+b_0^\dagger)$. Summing over the $2d$ hops gives the Lee--Low--Pines operator on phonon space,
\begin{equation}
H(K)=\varepsilon(K-P)+\omega N+gV,\qquad \varepsilon(k)=-2t\sum_{j=1}^d\cos k_j,\qquad V=-(b_0+b_0^\dagger).
\end{equation}
The gap that matters is the one inside $H(0)$. I show that $H(0)$ holds the lowest energy, that this energy is an isolated eigenvalue, and that it is simple. Conjugation with $(-1)^N$ reverses $V$, so $E_0(-g)=E_0(g)$ and $g\ge0$ suffices.

\section*{The proof}

\noindent Q: Why $K=0$, and why no degeneracy?

\noindent A: In the basis $|\nu\rangle$ each $S_a$ is a permutation matrix, so the off-diagonal elements of $H(0)$ are multiples of $-t$ or $-g\sqrt n$, never positive, and those of $H(K)$ differ by phases on the hops. Replacing every amplitude by its modulus makes each hopping and coupling term as negative as it can be:
\begin{equation}
\langle\psi|H(K)|\psi\rangle\ge\langle\,|\psi|\,|H(0)|\,|\psi|\,\rangle .
\label{pf}
\end{equation}
Hence $E(K)\ge E(0)=E_0$. Now let $\psi$ be a ground state of $H(0)$, real because the matrix is real. By (\ref{pf}) $|\psi|$ is one too. Suppose a non-negative ground state $\phi$ has $\phi_\nu=0$. Row $\nu$ of the eigenvalue equation reads $\sum_{\mu\ne\nu}H_{\nu\mu}\phi_\mu=0$ with all terms of one sign, so $\phi$ vanishes on every state linked to $\nu$. For $g>0$ every $\nu$ is linked to the vacuum: shift a phonon to site $0$, remove it, repeat. So $\phi$ is zero or strictly positive. Applied to $|\psi|$ and to $|\psi|-\psi$, this says that $\psi$ has one strict sign everywhere. Two such vectors cannot be orthogonal, so the level is simple. This is the Perron--Frobenius argument. At $g=0$ the vacuum has energy $-2dt$ and every other state lies at least $\omega$ higher.

The sign of $t$ matters on a non-bipartite lattice. On a triangle with $t\to-t$ the band minima are at $K=\pm2\pi/3$, which reflection exchanges. With $|t|=0.2$~eV, $\omega=0.1$~eV, $g=0.15$~eV the two lowest levels differ by $2.8\times10^{-16}$~eV, which is rounding error.

\noindent Q: That presumes an eigenvector exists. Does it?

\noindent A: First some bounds. Completing the square gives $\tfrac{\omega}{2}b_0^\dagger b_0-g(b_0+b_0^\dagger)\ge-2g^2/\omega$. With $N\ge b_0^\dagger b_0$ and $\varepsilon\ge-2dt$,
\begin{equation}
N\le\frac{2}{\omega}\Bigl(H+2dt+\frac{2g^2}{\omega}\Bigr).
\label{nb}
\end{equation}
The vacuum as trial state gives $E_0\le-2dt$, so a ground state has $\langle N\rangle\le4g^2/\omega^2$. On a finite lattice $N$ has finite-dimensional eigenspaces, and (\ref{nb}) with the min--max principle makes the spectrum discrete. Write $H_M(K;\omega)$ for that operator and $E_M(\omega)$ for its lowest level at $K=0$.

On $\mathbb{Z}^d$, cut the Brillouin zone into $M^d$ cubic cells centred on the points $2\pi m/M$, and let $H_\delta$ be $H(0)$ with each phonon momentum in $P$ replaced by its cell centre. Each component of each momentum moves by at most $\pi/M$, and $|\cos a-\cos b|\le|a-b|$, so on $n$-phonon states the two kinetic energies differ by at most $2td\,n\pi/M$:
\begin{equation}
H_\delta(\omega-\eta)\le H(\omega)\le H_\delta(\omega+\eta),\qquad\eta=2\pi dt/M<\omega .
\label{round}
\end{equation}
Split the one-phonon space into the functions constant on each cell, with normalised basis $\chi_m$, and their complement, with a basis of functions each supported in one cell. All these modes have a sharp rounded momentum. The mode $b_0$ is the constant function, $M^{-d/2}\sum_m\chi_m$, which is exactly the coupling of the $M^d$-site lattice. The complement modes are uncoupled, so their number $n$ and total rounded momentum $p$ are conserved, and
\begin{equation}
H_\delta(\omega)=\bigoplus\bigl[H_M(-p;\omega)+n\omega\bigr].
\label{sum}
\end{equation}
By (\ref{pf}) every block with $n\ge1$ lies at or above $E_M(\omega)+\omega$, and the single block with $n=0$ has discrete spectrum. So $H_\delta(\omega-\eta)$ has finitely many min--max values below $\Theta=E_M(\omega-\eta)+\omega-\eta$, and by the left half of (\ref{round}) so has $H$. Below $\Theta$ the spectrum of $H$ therefore consists of isolated eigenvalues of finite multiplicity. The right half gives $E_0\le E_M(\omega+\eta)$. The ground state of $H_M(0;\omega-\eta)$, used as trial state at frequency $\omega+\eta$, gives $E_M(\omega+\eta)\le E_M(\omega-\eta)+2\eta\langle N\rangle$. Together,
\begin{equation}
\Theta-E_0\ge\omega-\eta-\frac{8\eta g^2}{(\omega-\eta)^2}\ \longrightarrow\ \omega\qquad(M\to\infty).
\end{equation}
At any $g$, $E_0$ is an isolated eigenvalue, and the essential spectrum of $H(0)$ starts no lower than $E_0+\omega$. The numerical check tests (\ref{sum}) and (\ref{round}) with a nine-site ring rounded to three cells ($t=0.2$~eV, $\omega=0.8$~eV, $g=0.4$~eV, $\eta=0.4189$~eV, at most four phonons). The energies fall in the required order, $-0.66198\le-0.54381\le-0.50306$~eV.

\noindent Q: And from isolated and simple to analytic?

\noindent A: Fix $g_0$, let $\Delta>0$ be the distance from $E_0$ to the rest of the spectrum of $H=H(0)$, and take $z$ on the circle $|z-E_0|=\Delta/2$ with $R=(H-z)^{-1}$. For a unit vector $\chi$ and $\phi=R\chi$, $\|\phi\|\le2/\Delta$. The spectrum of $H-E_0$ lies at $x=0$ and $x\ge\Delta$, where $x/(x-\Delta/2)^2$ decreases from $4/\Delta$, so $\langle\phi|H-E_0|\phi\rangle\le4/\Delta$. Using $\|V\phi\|\le\|b_0\phi\|+\|b_0^\dagger\phi\|\le2\|(N+1)^{1/2}\phi\|$, then (\ref{nb}) and $E_0+2dt\le0$,
\begin{equation}
\|VR\|\le\frac1r,\qquad r=\frac12\Bigl[\frac{8}{\omega\Delta}+\Bigl(\frac{4g_0^2}{\omega^2}+1\Bigr)\frac{4}{\Delta^2}\Bigr]^{-1/2}.
\label{r}
\end{equation}
From $H+\delta V-z=(1+\delta VR)(H-z)$, the resolvent is $R\sum_k(-\delta VR)^k$, a norm-convergent power series in complex $\delta$ for $|\delta|<r$. The Riesz projector $\Pi(\delta)=-\frac{1}{2\pi i}\oint(H+\delta V-z)^{-1}dz$ is then analytic. Two projectors closer than $1$ in norm have equal rank, so by continuity the rank stays one. The enclosed eigenvalue is
\begin{equation}
E(\delta)=\frac{\langle u|-\frac{1}{2\pi i}\oint z\,(H+\delta V-z)^{-1}dz\,|u'\rangle}{\langle u|\Pi(\delta)|u'\rangle}
\end{equation}
for any vectors that keep the denominator non-zero near the given $\delta$, and this ratio is analytic. For real $\delta$ it is the ground energy: $E_0(g)$ is an infimum of functions linear in $g$, hence concave and continuous, and it cannot cross a circle free of spectrum. Since $E_0$ is even in $g$, it is analytic in $E_p\ge0$ as well. On a three-site ring with $t=0.2$~eV, $\omega=0.1$~eV, $g=0.2$~eV and at most ten phonons, the largest $\|VR\|$ at five points of the circle is $77.4$~eV$^{-1}$, inside the bound of $176$~eV$^{-1}$.

\section*{Where the variational jump comes from}

\noindent Q: My variational calculation keeps $\omega$ finite and keeps translation symmetry, and it still jumps.

\noindent A: The three-site ring shows this in closed form. There $V=-3^{-1/2}\sum_q(b_q+b_q^\dagger)$. The $q=0$ mode does not enter $P$, so it is a displaced oscillator contributing $-g^2/3\omega=-E_p/3$. The modes $q=\pm2\pi/3$ remain. Put both in a coherent state of real amplitude $\alpha$. Since $\langle e^{i\theta n}\rangle=\exp[\alpha^2(e^{i\theta}-1)]$, we get $\langle e^{iP}\rangle=\exp[\alpha^2(2\cos\tfrac{2\pi}{3}-2)]=e^{-3\alpha^2}$, and each mode has $\langle b+b^\dagger\rangle=2\alpha$:
\begin{align}
E_{\rm var}&=-2te^{-3\alpha^2}+2\omega\alpha^2-\frac{4g\alpha}{\sqrt3}-\frac{E_p}{3},\\
\partial_\alpha E_{\rm var}=0&\iff g=\sqrt3\,\alpha\,(3te^{-3\alpha^2}+\omega),\\
\frac{dg}{d\alpha}&=\sqrt3\,\bigl[3t(1-2s)e^{-s}+\omega\bigr],\qquad s=3\alpha^2 .
\end{align}
The function $(1-2s)e^{-s}$ has derivative $(2s-3)e^{-s}$ and minimum $-2e^{-3/2}$ at $s=3/2$. So $g(\alpha)$ folds back, and two minima coexist in a window of $g$, exactly when $\omega<6e^{-3/2}t$. At each end of the window one minimum merges with the maximum between them and is the higher of the two, so their energies cross inside. On a branch only the explicit $g$-dependence counts, and $dE_p=(2g/\omega)\,dg$, so
\begin{equation}
\frac{dE_{\rm var}}{dE_p}=-\frac13-\frac{2\alpha\omega}{\sqrt3\,g},
\end{equation}
which jumps with $\alpha$.

Take round parameters $t=0.2$~eV and $\omega=0.1$~eV, below the threshold $0.2678$~eV. The branches cross at $g=0.26625$~eV, $E_p=0.70886$~eV, where $\alpha$ goes from $0.2609$ to $1.5289$. On the first branch $E_{\rm var}=-0.3261+0.0136-0.1604-0.2363=-0.7092$~eV. The slopes are $-\tfrac13-0.0522/0.4612=-0.4465$ and $-\tfrac13-0.3058/0.4612=-0.9964$. The zero-phonon weight $Z=\exp(-2\alpha^2-E_p/3\omega)$ drops from $8.2\times10^{-2}$ to $8.8\times10^{-4}$.

Diagonalisation with up to 40 phonons in the two modes gives at the same point $E_0=-0.7842$~eV ($-0.02882$~Ha), which is $0.075$~eV below $E_{\rm var}$, with slope $-0.832$, $Z=1.2\times10^{-2}$ and a two-mode gap of $0.0665$~eV. The exact slope changes by $-1.781\times10^{-3}$ across $\pm10^{-3}$~eV and by $-1.781\times10^{-4}$ across $\pm10^{-4}$~eV, in proportion to the interval, so nothing jumps. On a grid of step $0.02$~eV from $0.02$ to $1.2$~eV the gap is smallest, $0.060$~eV, at $E_p=0.62$~eV, and the curvature is largest in size, $-1.42$~eV$^{-1}$, at $0.60$~eV. The exact crossover is broad and centred below the variational jump. The kink is the lower envelope of two analytic branches in a family that excludes their superpositions.

\section*{The adiabatic limit}

\noindent Q: The adiabatic theory is controlled, though. It becomes exact for heavy ions.

\noindent A: It does for the energy of a finite cluster, and on three sites its kink is real. With $b=(x+ip)/\sqrt2$ and site shifts $d_i=\sqrt2\,g\,x_i$, each oscillator is $\tfrac\omega2p_i^2-\tfrac\omega2+d_i^2/4E_p$ and the coupling is $-n_id_i$. Keeping the static terms and minimising over $d_i$ gives $d_i=2E_p\psi_i^2$ and $E_{\rm ad}=\min_\psi[\langle{\rm hop}\rangle-E_p\sum_i\psi_i^4]$, where $\psi_i\ge0$ is no loss. On three sites write $\psi_j=c/\sqrt3+\sigma\sqrt{2/3}\cos\theta_j$ with $\theta_j=\chi+2\pi j/3$, $c=\cos\varphi$, $\sigma=\sin\varphi$. The hopping eigenvalues are $-2t,t,t$, so $\langle{\rm hop}\rangle=-2t+3t\sigma^2$. The sums of $\cos^k\theta_j$ for $k=1,\dots,4$ are $0$, $\tfrac32$, $\tfrac34\cos3\chi$, $\tfrac98$, by the multiple-angle formulas. The binomial expansion gives
\begin{equation}
\sum_j\psi_j^4=\frac{c^4}{3}+2c^2\sigma^2+\frac{2\sqrt2}{3}c\sigma^3\cos3\chi+\frac{\sigma^4}{2},
\end{equation}
largest at $\cos3\chi=1$. Subtracting $\tfrac13=\tfrac13(c^2+\sigma^2)^2$ leaves $\tfrac16\sigma^2(2\sqrt2c+\sigma)^2=\tfrac32\sigma^2\cos^2(\varphi-\varphi_0)$ with $\sin\varphi_0=\tfrac13$. Therefore
\begin{equation}
E_{\rm ad}=-2t-\frac{E_p}{3}+\min_\varphi\,\sin^2\!\varphi\,\Bigl[3t-\frac32E_p\cos^2(\varphi-\varphi_0)\Bigr].
\end{equation}
The bracket is positive for $E_p<2t$, where the uniform state wins, and first vanishes at $E_p=2t$, $\varphi=\varphi_0$, where $\psi_j^2=(\tfrac23,\tfrac16,\tfrac16)$. The slope $-\sum\psi^4$ jumps from $-\tfrac13$ to $-\tfrac12$. For $t=0.2$~eV this is at $E_p=0.400$~eV with $E_{\rm ad}=-8t/3=-0.53333$~eV ($-0.019600$~Ha). The jump is not generic in one dimension. The same static functional also jumps on rings of four and five sites, but on rings of six, eight and twelve sites the uniform state turns unstable continuously at $E_p=\tfrac12Mt(1-\cos\tfrac{2\pi}{M})$ and the slope stays continuous through its steepest part. The three-site ring stands for the case with two coexisting static minima, not for the long chain.

The landscape between the two states is needed too. Along $d=y(2,-1,-1)$ the electron mixes $u=(1,1,1)/\sqrt3$ and $v=(2,-1,-1)/\sqrt6$, with diagonal elements $-2t$ and $t-y$ and coupling $-\sqrt2y$. The elastic energy at $E_p=2t$ is $3y^2/4t$. With $\xi=y-t/3$, the lower root plus elastic energy, measured from $-2t$, is
\begin{equation}
U=\frac{3t-y}{2}-\frac12\sqrt{(3t-y)^2+8y^2}+\frac{3y^2}{4t}=\frac{17t}{12}+\frac{3\xi^2}{4t}-\frac12\sqrt{9\xi^2+8t^2}.
\end{equation}
It vanishes at $y=0$ and $y=2t/3$, and the barrier at $\xi=0$ is $(\tfrac{17}{12}-\sqrt2)t=4.91\times10^{-4}$~eV. At both minima $U''=\tfrac{3}{2t}-\tfrac12\cdot\tfrac{72t^2}{27t^3}=\tfrac1{6t}$, one ninth of the bare $3/2t$, so the frequency along the line is $\omega/3$. At $y=0$ second-order perturbation theory gives $-|d|^2/9t$ against the elastic $|d|^2/8t$ for any $d$ with zero sum, so the second frequency is also $\omega/3$. At $y=2t/3$ the shift $z(0,1,-1)$ couples the ground state, of energy $-2t-t/3$, to $(0,1,-1)/\sqrt2$, of energy $t+y=5t/3$, with squared element $z^2/3$. That is $-z^2/12t$ against $z^2/4t$, a frequency $\sqrt{2/3}\,\omega=0.8165\,\omega$. The self-consistent slope at $E_p=2.001t$ is $-0.5013$ and not $-0.5$ because the well is soft. With elastic energy $3y^2/2E_p$, $dy/dE_p=(3y/E_p^2)/U''=3$, so $3y^2/2E_p^2$ grows at the rate $\tfrac{3}{2t}-\tfrac{1}{6t}=\tfrac4{3t}$, which is $0.0013$ over $0.001t$.

\noindent Q: So a true kink is the limit of your analytic curves?

\noindent A: Yes. Treat the uniform mode exactly, drop $\tfrac\omega2p^2\ge0$ in the other two, and $E_0\ge E_{\rm ad}-\omega$. A product of $\psi$ with coherent states $\alpha_i=g\psi_i^2/\omega$ has energy $\langle{\rm hop}\rangle-E_p\sum\psi_i^4$, so $E_0\le E_{\rm ad}$. Thus $E_0\to E_{\rm ad}$ uniformly in $E_p$ as $\omega\to0$. The lower bound costs $\omega/2$ per mode, so this argument is for finite clusters. A uniform limit of analytic functions of a real variable can have a kink, as $-\sqrt{x^2+\epsilon^2}\to-|x|$ shows.

\section*{How sharp the crossover is}

\noindent Q: How does the curve sharpen without breaking?

\noindent A: Through an avoided crossing. The three localised wells give one combination for each $K$, so $K=0$ holds one localised and one extended low state. Let $g^*$ be the coupling where their gap $\Delta$ is stationary, which by the Hellmann--Feynman theorem means $V_{00}=V_{11}$. Projecting $H+\delta V$ on these two eigenstates, valid when other levels are far compared with $\Delta$,
\begin{equation}
E_\pm=\bar E+\delta V_{00}\pm\tfrac12\sqrt{\Delta^2+4V_{01}^2\delta^2},\qquad E_-''(0)=-\frac{2V_{01}^2}{\Delta},\qquad \gamma=\frac{\Delta}{2|V_{01}|}.
\end{equation}
The singularities are square-root branch points at $\delta=\pm i\gamma$, off the real axis while $\Delta>0$. The asymptotic slopes differ by $2|V_{01}|$ in $g$, or $J=|V_{01}|\omega/g$ in $E_p$, which should tend to $\tfrac12-\tfrac13=\tfrac16$. The half-width in $E_p$ is $2g\gamma/\omega$ and the dominant part of the peak curvature is $-J^2/2\Delta$. To leading order in $\omega/t$ the centre is where the adiabatic gain $(E_p-2t)/6$ pays for the extra zero-point energy $\tfrac12(\sqrt{2/3}-\tfrac13)\omega$, so $E_p^*-2t=3(\sqrt{2/3}-\tfrac13)\omega=1.449\,\omega$.

For $t=0.2$~eV and $t/\omega=100,200,400$ the exact fibre gives shifts $1.517,1.476,1.462$ in units of $\omega$ and $J=0.1552,0.1614,0.1642$. Both approach the predictions, and at $400$ both are tested to 15\% of the predicted value. The minimum gaps are $3.58\times10^{-5}$, $6.33\times10^{-7}$ and $2.37\times10^{-10}$~eV, the last being $8.72\times10^{-12}$~Ha. At $200$, with $g^*=0.02004$~eV and $\omega=10^{-3}$~eV, $|V_{01}|=0.1614\times20.04=3.234$, so $\gamma=6.325\times10^{-7}/6.468=9.78\times10^{-8}$~eV, the half-width in $E_p$ is $3.92\times10^{-6}$~eV, and the curvature is $-0.1614^2/(2\times6.325\times10^{-7})=-2.06\times10^{4}$~eV$^{-1}$. A finite difference of exact energies in $g$ is tested against $-2V_{01}^2/\Delta$ to 2\%. At $100$ the bounds read $-0.53688\le-0.53573\le-0.53488$~eV.

\noindent Q: The branch points come from a two-level model. Does the full Hamiltonian have them?

\noindent A: The program diagonalises the non-Hermitian fibre at complex $g$ and finds where the lowest pair coalesces. At $200$ the imaginary part is $9.777\times10^{-8}$~eV, equal to $\gamma$ in the digits shown. At $100$ it is $8.134\times10^{-6}$~eV against $\gamma=8.113\times10^{-6}$~eV, larger by $0.3\%$ of $\gamma$. I have not proved that no singularity lies nearer than these, beyond the disc (\ref{r}). As a test, an analytic function equals its mean over a circle. At $100$, on twelve points at radius $\gamma/2$, the mean differs from $E_0$ by $-2.4\times10^{-6}\Delta$. Twelve points at angles $2\pi(k+\tfrac12)/12$ alias the twelfth power, with $\delta^{12}=-(\gamma/2)^{12}$. Its two-level coefficient is $+\tfrac{21}{2048}\Delta/\gamma^{12}$, which accounts for $-2.5\times10^{-6}\Delta$. The guaranteed radius is only a bound. For $\Delta\ll\omega\ll g$ it is $r\approx\Delta\omega/8g$, while $\gamma=\Delta\omega/2Jg$, so $\gamma/r\approx4/J\to24$. At $200$, $9.777\times10^{-8}/3.945\times10^{-9}=24.8$.

The gap is a tunnelling splitting. Exchanging the two equivalent sites maps the line $d=y(2,-1,-1)$ onto itself, so the transverse force vanishes on it and it is a stationary tunnelling path. I assume that it is the dominant one. Along the line, $x=|d|/\sqrt2g=y\sqrt{3/2t\omega}$ and the kinetic energy is $\tfrac\omega2p^2$, so the semiclassical exponent is
\begin{equation}
S=\int\!\sqrt{2U/\omega}\,dx=\frac1\omega\int_0^{2t/3}\!\sqrt{3U/t}\,dy=0.03790\,\frac t\omega .
\end{equation}
The computed gaps give $\ln(6.3254\times10^{-4}/4.7472\times10^{-7})/200=0.03597$, which is 5\% below the action coefficient and inside the 15\% test. A prefactor $\sqrt S$ would lower the apparent exponent by $\ln2/400=0.0017$ and cover most of the difference. That explanation is a conjecture.

\section*{What is left of the belief}

\noindent Q: A half-width of $1.4\times10^{-9}$~eV cannot be told from a jump. Is the distinction idle?

\noindent A: At $t/\omega=400$ no uniform grid in $E_p$ with a practical step resolves it (the program finds the centre only by a search steered by $V_{11}-V_{00}$), and a perturbation that shifts the two states relative to each other by much more than $\Delta$, and couples them by much less than that shift, selects one of them. The distinction governs what may be inferred. A supercell calculation that relaxes classical nuclei is adiabatic, and two coexisting minima there describe the static surface. How sharply the quantum ground state changes depends on $S$, which in this cluster is about $15$ at $t/\omega=400$ and far below one at $t/\omega=2$, where the coherent state still jumps and the exact gap inside the $K=0$ fibre stayed at or above $0.6\,\omega$ on the grid.

\noindent Q: Where does the proof stop?

\noindent A: At each of its hypotheses. For gapless acoustic phonons the margin $\Theta-E_0$ has no positive lower bound and isolation is not shown. For frustrated hopping (\ref{pf}) fails, and a crossing of levels of different $K$ is no longer excluded. For $K\ne0$ the threshold from (\ref{sum}) is still $E(0)+\omega$, and nothing above keeps $E(K)$ below it. A finite density of carriers is outside a one-electron argument and can have true transitions. The Fr\"ohlich coupling depends on $q$ and needs further estimates in the rounding step, which I have not given.

\section*{Computed results}
\begin{verbatim}
t = 0.2 eV; triangle with t<0, w=0.1 eV, g=0.15 eV: E1-E0 = 2.8e-16 eV
rounding test w=0.8 eV g=0.4 eV eta=0.4189 eV, cut 4 phonons
  E3(w-eta)=-0.66198  E9=-0.54381  E3(w+eta)=-0.50306  threshold=-0.28086 eV
resolvent test w=0.1 g=0.2 eV: max|VR|=77.40, bound=175.98 1/eV
adiabatic: Ep_c=0.400 eV, E=-0.53333 eV = -0.019600 Ha
  dE/dEp at 1.999t, 2.001t: -0.3333, -0.5013; barrier=4.9062e-04 eV
  well frequencies / w: 0.3333 0.3333 0.3333 0.8165; action S=0.03790 t/w
variational: bistable below w_c=0.2678 eV; case w=0.1 eV
  jump at Ep=0.70886 eV (g=0.26625 eV), alpha 0.2609 -> 1.5289
  Evar=-0.70921 eV, dE/dEp -0.4465 -> -0.9964
  Z 8.2166e-02 -> 8.7789e-04
exact there: E0=-0.78423 eV = -0.028820 Ha, dE/dEp=-0.8319, Z=1.2228e-02
  two-mode gap=0.06652 eV; slope change over +-1e-3, +-1e-4 eV: -1.781e-03, -1.781e-04
  scan Ep 0.02..1.2 eV: min two-mode gap=0.06001 eV at Ep=0.62 eV
  steepest d2E/dEp2=-1.4171 1/eV at Ep=0.60 eV
t/w=100: w=2.0e-03 eV, cut=116, g*=0.0283914 eV, Ep*=0.403035 eV, shift=1.517 w
  gap=3.5754e-05 eV = 1.3139e-06 Ha, gap/w=1.7877e-02, slope jump=0.1552
  width: g 8.1127e-06 eV, Ep 2.3033e-04 eV; peak d2E/dEp2=-3.3697e+02 1/eV
  E0=-0.5357308 eV, E_ad=-0.5348795 eV, guaranteed r=3.1463e-07 eV
  branch point g-g* = (4.131e-08 +8.1339e-06 i) eV
  circle radius width/2: (mean E - E0)/gap = -2.4e-06
t/w=200: w=1.0e-03 eV, cut=173, g*=0.0200369 eV, Ep*=0.401476 eV, shift=1.476 w
  gap=6.3254e-07 eV = 2.3246e-08 Ha, gap/w=6.3254e-04, slope jump=0.1614
  width: g 9.7770e-08 eV, Ep 3.9180e-06 eV; peak d2E/dEp2=-2.0603e+04 1/eV
  E0=-0.5345001 eV, E_ad=-0.5340785 eV, guaranteed r=3.9449e-09 eV
  branch point g-g* = (-1.050e-11 +9.7770e-08 i) eV
t/w=400: w=5.0e-04 eV, cut=273, g*=0.0141551 eV, Ep*=0.400731 eV, shift=1.462 w
  gap=2.3736e-10 eV = 8.7228e-12 Ha, gap/w=4.7472e-07, slope jump=0.1642
  width: g 2.5523e-11 eV, Ep 1.4451e-09 eV; peak d2E/dEp2=-5.6829e+07 1/eV
  E0=-0.5339122 eV, E_ad=-0.5337006 eV, guaranteed r=1.0479e-12 eV
predicted shift=1.449 w, limiting slope jump=0.1667
gap exponent from t/w=200,400: 0.03597; action 0.03790 (per unit t/w)
\end{verbatim}
